# Why six Cartesian d functions are not a d shell

Before an atomic or molecular calculation in a Gaussian basis with d shells starts, someone must choose between five "spherical" and six "Cartesian" d functions for each d exponent. The choice decides whether two total energies may be subtracted from each other, and whether a lower energy may be credited to the d functions. For the rubidium atom treated below, it moves the energy by 0.17 eV in one basis and by 47 eV in another, with the d exponents untouched.

## The belief and its appeal

The belief runs as follows. A Gaussian d shell consists of the functions

\[
x^2,\;y^2,\;z^2,\;xy,\;xz,\;yz\quad\text{times}\quad e^{-ar^2},
\]

and the five-function version is a trimmed form of it. The six-function version is then the more complete d shell, and if it gives a lower energy, the atom has profited from better d functions.

Much of this is reasonable. All six functions are quadratic, share one exponent and are treated alike by the integral formulas. The variational principle does favour the larger set. The error lies in the word "d": one combination of the six has no angular dependence at all.

## What the six functions contain

The Laplacian in spherical coordinates is

\[
\nabla^2=\frac{1}{r^2}\frac{\partial}{\partial r}r^2\frac{\partial}{\partial r}-\frac{L^2}{\hbar^2r^2}.
\]

A homogeneous quadratic polynomial \(P\) equals \(r^2\) times a function of the angles. The radial term therefore gives \(6P/r^2\), and multiplying by \(r^2\) yields

\[
\frac{L^2P}{\hbar^2}=6P-r^2\nabla^2P .
\]

The factor \(e^{-ar^2}\) does not affect this result, because \(L^2\) differentiates with respect to angles alone.

The polynomials \(xy\), \(xz\), \(yz\), \(x^2-y^2\) and \(2z^2-x^2-y^2\) have zero Laplacian. Their eigenvalue is \(6\hbar^2=l(l+1)\hbar^2\) with \(l=2\). For the sum of squares, \(\nabla^2r^2=6\), so \(L^2r^2/\hbar^2=6r^2-6r^2=0\), which means \(l=0\).

Nothing is lost in passing to these combinations. For example,

\[
x^2=\tfrac13r^2+\tfrac12(x^2-y^2)-\tfrac16(2z^2-x^2-y^2),
\]

and similarly for \(y^2\) and \(z^2\). The six Cartesian functions thus span five d functions and one s function,

\[
c_a=r^2e^{-ar^2}.
\]

The same thing happens one degree higher. For a cubic polynomial the 6 becomes \(3\cdot4=12\). Since \(\nabla^2(r^2x)=10x\), the function \(r^2x\) has \(L^2/\hbar^2=12-10=2\), so it is a p function. Ten Cartesian f functions therefore include three p functions.

## Which function lowers the energy

Take one electron in a central Coulomb field, in Gaussian units:

\[
H=-\frac{\hbar^2}{2m}\nabla^2-\frac{Ze^2}{r}.
\]

Let the basis be one s Gaussian \(\chi=e^{-br^2}\) and one d shell. Because \(H\) commutes with \(L^2\), its matrix elements between \(l=0\) and \(l=2\) vanish, and so do the overlaps. The five true d functions leave the s energy unchanged. Any change must come from \(c_a\).

All the integrals needed are of the form

\[
M_n(p)=\int r^ne^{-pr^2}d^3r=\frac{2\pi\,\Gamma\!\left(\frac{n+3}{2}\right)}{p^{(n+3)/2}},
\qquad \frac{M_{n+2}}{M_n}=\frac{n+3}{2p}.
\]

**The s function alone.** Integration by parts turns the kinetic energy into \((\hbar^2/2m)\int|\nabla\chi|^2d^3r\), and \(|\nabla\chi|^2=4b^2r^2e^{-2br^2}\). Dividing by the norm \(M_0(2b)\) and using \(M_2/M_0=3/(4b)\) and \(M_{-1}/M_0=2\sqrt{2b/\pi}\) gives

\[
E_s(b)=\frac{3\hbar^2b}{2m}-2Ze^2\sqrt{\frac{2b}{\pi}} .
\]

Setting the derivative to zero, \(3\hbar^2/2m=Ze^2\sqrt{2/(\pi b)}\), leads to

\[
b_0=\frac{8Z^2}{9\pi a_0^2},\qquad E_s(b_0)=-\frac{4Z^2}{3\pi}\frac{e^2}{a_0},\qquad a_0=\frac{\hbar^2}{me^2}.
\]

For \(Z=1\) these are \(b_0=0.2829\,a_0^{-2}\) and \(E_s=-0.4244\) hartree, where one hartree is \(e^2/a_0\).

**The s function with \(c_a\).** Write \(S_{ij}\) and \(H_{ij}\) for the overlap and energy matrices of \(\chi\) and \(c_a\), all real. The energies are the roots of

\[
D(E)=(H_{ss}-ES_{ss})(H_{cc}-ES_{cc})-(H_{sc}-ES_{sc})^2 .
\]

At \(E=E_s=H_{ss}/S_{ss}\) the first product vanishes, so

\[
D(E_s)=-K^2,\qquad K=H_{sc}-E_sS_{sc}.
\]

The coefficient of \(E^2\) in \(D\) is \(S_{ss}S_{cc}-S_{sc}^2\), which is positive for independent functions. The parabola opens upward and is negative between its roots. If \(K\neq0\), then \(E_s\) lies strictly between them, and the lower root is below \(E_s\).

**A number.** For the off-diagonal element put \(p=a+b\). The radial derivatives of \(\chi\) and \(c_a\) are \(-2br\,e^{-br^2}\) and \((2r-2ar^3)e^{-ar^2}\), so

\[
H_{sc}=\frac{\hbar^2}{2m}\left[-4bM_2(p)+4abM_4(p)\right]-Ze^2M_1(p).
\]

Since \(S_{sc}=M_2(p)\), \(M_4/M_2=5/(2p)\) and \(M_1/M_2=\tfrac43\sqrt{p/\pi}\),

\[
\frac{H_{sc}}{S_{sc}}=\frac{\hbar^2}{2m}\left(-4b+\frac{10ab}{p}\right)-\frac43Ze^2\sqrt{\frac p\pi}.
\]

For \(c_a\) with itself, the squared derivative is \((4r^2-8ar^4+4a^2r^6)e^{-2ar^2}\). Dividing by \(S_{cc}=M_4(2a)\), with \(M_2/M_4=4a/5\) and \(M_6/M_4=7/(4a)\), the kinetic bracket is \(16a/5-8a+7a=11a/5\). With \(M_3/M_4=\tfrac{16}{15}\sqrt{2a/\pi}\),

\[
\frac{H_{cc}}{S_{cc}}=\frac{11\hbar^2a}{10m}-\frac{16}{15}Ze^2\sqrt{\frac{2a}{\pi}} .
\]

Choose \(Z=1\), \(b=b_0\) and \(a=1\,a_0^{-2}\). For normalized functions, \(S_{sc}=0.91181\), \(H_{sc}=-0.28743\) and \(H_{cc}=0.24892\) hartree. The coupling is

\[
K=-0.28743+0.42441\times0.91181=0.09955\ \text{hartree}.
\]

Now write \(E=E_s-\delta\). The condition \(D=0\) becomes \(\delta(H_{cc}-E_s+\delta)=(K+\delta S_{sc})^2\), or

\[
(1-S_{sc}^2)\delta^2+(H_{cc}-E_s-2KS_{sc})\delta-K^2=0 .
\]

Numerically this is \(0.1686\,\delta^2+0.4918\,\delta-0.00991=0\), with \(\delta\) in hartree. Its positive root is \(\delta=0.0200\). The energy falls from \(-0.4244\) to \(-0.4444\) hartree, which recovers about a quarter of the distance to the true ground-state energy, \(-0.5\) hartree. With five d functions it stays at \(-0.4244\). The ground state of this model has no d component, so the gain cannot be a d effect.

## When the sixth function gains nothing

It would be another mistake to say that the sixth function must lower the energy. Observe that

\[
c_b=r^2e^{-br^2}=-\frac{\partial\chi}{\partial b}.
\]

Differentiating \(E_s=H_{ss}/S_{ss}\), with \(dH_{ss}/db=-2H_{sc}\) and \(dS_{ss}/db=-2S_{sc}\), gives

\[
\frac{dE_s}{db}=-\frac{2}{S_{ss}}\left(H_{sc}-E_sS_{sc}\right)=-\frac{2K}{S_{ss}}\qquad(a=b).
\]

At the optimum \(b_0\) the left side is zero, and hence \(K=0\). A d shell with the same exponent as this optimized s function brings an extra s function that does not couple to it.

With \(K=0\), the two roots are \(E_s\) and a second value, and one must see which is lower. For normalized functions \(D(E)\) then has slope \(-(H_{cc}-E_s)\) at \(E_s\), so \(E_s\) is the lower root if \(H_{cc}>E_s\). Inserting \(a=b_0\) in the formula for \(H_{cc}/S_{cc}\) gives

\[
\left(\frac{44}{45\pi}-\frac{64}{45\pi}\right)\frac{Z^2e^2}{a_0}=-\frac{4Z^2}{9\pi}\frac{e^2}{a_0}=\frac{E_s}{3},
\]

which is above \(E_s\), since \(E_s\) is negative. The ground-state energy stays at \(-0.4244\) hartree for \(Z=1\), with five d functions or six.

The correct statement is therefore conditional. Enlarging the space cannot raise the variational minimum. The minimum goes down if the new s function couples to the present solution.

## Rubidium, where d orbitals are occupied

Rubidium is a harder case, since its filled 3d shell makes true d functions necessary. The calculation here is nonrelativistic, all-electron, restricted open-shell Hartree–Fock for the neutral atom with one 5s electron and a point nucleus. It omits relativity and correlation and retains a basis error, so its energies are not to be compared with experiment. Even the lowest energy below lies about 0.3 hartree above the result in a much larger basis (\(-2938.353\) hartree), and enlarging the p set alone lowers the totals by about 0.25 hartree.

Every basis function is a single Gaussian, with exponents in geometric sequence:

- p: 11 exponents from \(0.06\,a_0^{-2}\), ratio 3;
- d: 7 exponents from \(0.40\,a_0^{-2}\), ratio 2.8;
- s, sparse set: 13 exponents from \(0.02\,a_0^{-2}\), ratio 4;
- s, dense set: 19 exponents from \(0.02\,a_0^{-2}\), ratio 2.5.

The spherical solution is an allowed trial determinant in the Cartesian basis, so the Cartesian minimum cannot be higher. The self-consistent energies in hartree are:

| s set | five d | six d | lowering |
|---|---:|---:|---:|
| sparse | −2935.773 | −2937.491 | 1.719 |
| dense | −2938.035 | −2938.042 | 0.0063 |

The lowerings are 46.8 eV and 0.171 eV. They belong to these particular bases. A p set of 15 exponents from \(0.05\,a_0^{-2}\) with ratio 2.4 changes them to 46.7 and 0.174 eV. Starting the s sequences at \(0.035\,a_0^{-2}\) (sparse) and \(0.03\,a_0^{-2}\) (dense), with the same ratios and counts, gives 64.8 and 0.248 eV. The contrast between the two sets survives these changes. Both come from the same seven d exponents. If the d shell were being improved, it would be hard to see why changing the s set should reduce the benefit by a factor of about 270.

A direct substitution settles the cause. Keep five d functions per exponent in the sparse basis, and add seven explicit s functions, each the difference of two s Gaussians with exponents \(ae^{-0.01}\) and \(ae^{0.01}\). Since \(c_a\) is minus the derivative of \(e^{-ar^2}\) with respect to \(a\), each difference is very nearly proportional to \(c_a\). This basis has no sixth d function, yet its energy differs from the Cartesian one by only about \(4\times10^{-5}\) hartree and reproduces 99.998% of the lowering.

The table also shows how poor a guide the lowering is to quality. The sparse Cartesian basis has 88 functions, and the dense spherical basis has 87. The latter is lower by \(2938.035-2937.491=0.544\) hartree. The sparse basis was short of s functions, and the Cartesian convention partly covered the shortage.

## The price: near-linear dependence

The extra function can help only through the part of it that lies outside the span of the s functions already present, and, unless that part supplies a lower root of its own, only if it couples to the solution: at \(a=b_0\) above it gained nothing, although its normalized overlap with \(\chi\) is only 0.775. When the outside part is small, the basis becomes nearly redundant.

The norms of \(e^{-br^2}\) and \(c_a\) follow from \(M_0(2b)=(\pi/2b)^{3/2}\) and \(M_4(2a)=\frac{15}{16a^2}(\pi/2a)^{3/2}\). Their normalized overlap is

\[
S_{sc}=\frac{M_2(a+b)}{\sqrt{M_0(2b)M_4(2a)}}
=\frac{6a}{\sqrt{15}\,(a+b)}\left(\frac{2\sqrt{ab}}{a+b}\right)^{3/2}.
\]

With \(t=b/a\), its logarithm is a constant plus \(\frac34\ln t-\frac52\ln(1+t)\). The maximum satisfies \(3/(4t)=5/[2(1+t)]\), so \(t=3/7\). There the overlap is 0.952, and its square is 0.905. One well-placed s Gaussian already contains about 90% of the squared norm of \(c_a\).

Two s Gaussians can do far better. Let \(g(u)=\exp(-e^ur^2)\), with \(u=\ln a\), so that \(g'(u)=-a\,c_a\). Taylor expansion gives

\[
\frac{g(u+h)-g(u-h)}{2h}=g'(u)+\frac{h^2}{6}g'''(u)+O(h^4).
\]

Thus \(c_a\) lies within a distance of order \(h^2\) of the space spanned by Gaussians with exponents \(ae^{\pm h}\). Let \(R\) be the squared norm of the part of normalized \(c_a\) outside that space. Then \(R\) is at most of order \(h^4\).

The smallest eigenvalue \(\lambda\) of the overlap matrix of normalized functions is the minimum of \(v^TSv/v^Tv\) over coefficient vectors \(v\). Take for \(v\) the combination that subtracts the central difference from \(g'\). Its squared norm as a function, \(v^TSv\), is of order \(h^4\). Its coefficients include terms of order \(1/h\), so \(v^Tv\) is of order \(1/h^2\). Hence \(\lambda\) is at most of order \(h^6\).

Evaluating the three-function overlap matrix numerically gives:

| \(h\) | \(R\) | \(\lambda\) |
|---:|---:|---:|
| 0.10 | \(1.06\times10^{-5}\) | \(1.94\times10^{-7}\) |
| 0.05 | \(6.67\times10^{-7}\) | \(3.10\times10^{-9}\) |

Halving \(h\) divides \(R\) by 15.96 and \(\lambda\) by 62.45, close to \(2^4=16\) and \(2^6=64\).

The dependence remains approximate for any finite set of s Gaussians. Suppose \(r^2e^{-ar^2}=\sum_ik_ie^{-b_ir^2}\) with distinct \(b_i\) and nonzero \(k_i\). If the smallest \(b_i\) were below \(a\), multiplying by \(e^{b_ir^2}\) for that exponent and letting \(r\to\infty\) would give \(0=k_i\), a contradiction. So all \(b_i\ge a\). Multiplying by \(e^{ar^2}\) then leaves \(r^2\) on the left and a bounded function on the right, which is impossible.

For the rubidium bases, the smallest overlap eigenvalues in the s space are:

| s set | s Gaussians alone | with seven \(c_a\) |
|---|---:|---:|
| sparse | \(4.0\times10^{-2}\) | \(2.6\times10^{-5}\) |
| dense | \(2.0\times10^{-3}\) | \(7.0\times10^{-9}\) |

A small \(\lambda\) matters because the corresponding combination must be divided by \(\sqrt\lambda\) to normalize it, and the inverse overlap matrix contains \(1/\lambda\). For the dense s space with the seven normalized \(c_a\), \(1/\lambda\) is about \(1.4\times10^8\), so rounding errors can be strongly amplified. A program that discards combinations with \(\lambda<10^{-6}\) keeps the whole sparse s space and removes one combination from the dense one. The dense Cartesian energy in the table was obtained with such a cut. Keeping the combination lowers that energy by only \(5\times10^{-6}\) hartree, and the calculation still converges. Near-dependence is a loss of numerical margin, which need not end in failure.

The two rubidium cases show the trade. With the sparse set the extra functions gain 1.719 hartree, and the smallest squared norm of a normalized \(c_a\) outside the span of the s Gaussians is \(2.2\times10^{-3}\). With the dense set they gain 0.0063 hartree, that squared norm is \(1.2\times10^{-4}\), and \(\lambda\) is several thousand times smaller. The outside part does not by itself fix the gain, which also depends on the coupling. Added one at a time to the sparse set, the most diffuse and the tightest \(c_a\) have similar outside squared norms, \(2.4\times10^{-2}\) and \(2.2\times10^{-2}\), yet they gain 0.14 and 1.35 hartree.

## What to decide

If the intention is to add d functions, use five per exponent. If the s space is too small, add s functions openly, with exponents chosen for that purpose. If an earlier energy obtained with six is to be reproduced, six must be used again, because the convention is part of the definition of the basis.

Within an energy difference, the convention should be the same throughout. Replacing the dense-basis rubidium energy by its Cartesian counterpart on one side alone shifts the difference by 0.17 eV, with no physical process behind it.

One limit of the atomic argument should be kept in mind. In a molecule the potential around a nucleus is not spherical, so true d functions can mix with s functions and lower the energy as well. Symmetry alone then no longer assigns the gain from adding a d shell, although the difference between six and five functions still comes from adding the \(l=0\) function. The content of the six functions is unchanged: five have \(l=2\) about their own centre, and one has \(l=0\).
